Why Spin Polarization Peaks Beside Cross-Section Minima in Electron–Mercury Scattering

**Q:** I scatter an unpolarized beam of slow electrons from mercury vapour. At most angles the scattered electrons are weakly polarized, but close to a deep minimum of the cross section the polarization becomes large. I have been told that the spin-up and spin-down minima are slightly displaced. Is that the reason?

**A:** It is one part of the reason. The two minima can also differ in depth, and that can matter as much or more. To separate the two effects we need the amplitudes for the two spins.

I treat the atom as a static, central potential acting on one Dirac electron. Exchange with the atomic electrons, polarization of the atom by the projectile, and loss into inelastic channels are left out. In Hartree atomic units I take

V(r) = −(Z/r) / [1 + H(exp(r/d) − 1)].

Near the nucleus the bracket tends to 1 and the electron sees the full charge Z. Far away V falls exponentially, so no Coulomb tail remains. Z = 80 is mercury's nuclear charge; H = 6 and d = 1 bohr are chosen round values. The model shows the mechanism and does not predict mercury data quantitatively.

**Q:** Where does the spin enter? This potential does not contain it.

**A:** It enters through the Dirac kinetic operator. With the rest energy removed, the upper and lower two-component parts φ and χ obey

c σ·p χ + Vφ = Eφ,
c σ·p φ + (V − 2c²)χ = Eχ,

where E is the kinetic energy. States of definite j have φ = (P/r)Ω_κ and χ = i(Q/r)Ω_−κ, where Ω_κ is a spherical spinor. For j = l + 1/2, κ = −l − 1; for j = l − 1/2, κ = l. We use

σ·p = −iσ_r(∂/∂r − σ·L/r), σ·L Ω_κ = −(κ+1)Ω_κ, σ_r Ω_κ = −Ω_−κ.

They give

σ·p (P/r)Ω_κ = (i/r)(P' + κP/r)Ω_−κ.

The same rule with κ → −κ, applied to χ, gives −(1/r)(Q' − κQ/r)Ω_κ. The two Dirac equations become

P' = −κP/r + MQ,
Q' = κQ/r − (E − V)P/c,
M(r) = 2c + (E − V)/c.

Outside the atom M has the constant value M∞ = 2c + E/c, and k² = M∞E/c = 2E + E²/c². There P approaches sin(kr − lπ/2 + δ), up to normalization. For each l ≥ 1 there are two phases, δ+ for j = l + 1/2 and δ− for j = l − 1/2.

**Q:** Can you show that the difference between these phases comes from spin-orbit coupling, and say where in the atom it arises?

**A:** Yes. From the first radial equation, Q = (P' + κP/r)/M. Put this into the second:

(P'/M)' + [κP/(rM)]' = κP'/(rM) + κ²P/(r²M) − (E − V)P/c.

The second term on the left is

κP'/(rM) − κP/(r²M) − κM'P/(rM²).

Its first part cancels the first term on the right, leaving

(P'/M)' = [κ(κ+1)/(r²M) + κM'/(rM²) − (E − V)/c] P.

Both partners have κ(κ+1) = l(l+1). They differ in the middle term alone. Since M' = −V'/c, that term contains V'/r times κ. Acting on φ, κ equals −1 − σ·L. The −1 is common to both partners, and the part with σ·L is the spin-orbit coupling.

Now form W = (P+P−' − P−P+')/M. On differentiation the products P+'P−'/M cancel, as do all terms common to both partners. With κ− − κ+ = 2l + 1,

W' = (2l+1) M'P+P−/(rM²) = −(2l+1) V'P+P−/(c rM²).

At the origin W vanishes: P± vary as r to positive powers γ±, while 1/M is proportional to r, so W varies as r^(γ+ + γ−). At large r, with unit asymptotic amplitudes, the identity sin A cos B − cos A sin B = sin(A − B) gives W = k sin(δ+ − δ−)/M∞. Integration yields

sin(δ+ − δ−) = −(2l+1)(M∞/kc) ∫₀^∞ V'P+P−/(rM²) dr.

In the weakly relativistic limit M → 2c, and the factor M∞/(cM²) becomes 1/(2c²). The splitting then falls as 1/c². A test with c enlarged tenfold and twentyfold gave a ratio of 4.005 between the sines, against the limiting value 4.

At E = 8 hartree the p-wave phases are −1.440 and −1.132 rad, modulo π. Their difference is −0.308 rad, with sine −0.303. The integral gives the same sine. Its running value first reaches half the total at r = 0.016 bohr, close to 1/Z = 0.0125 bohr. So for the p wave the splitting is made deep inside the atom, although the electron arrives slowly.

**Q:** I measure angles, not phases. How do two phases become a polarization?

**A:** Let the incident direction be k̂ and the outgoing direction k̂'. Outside the potential, each positive-energy Dirac wave is fixed by a two-component rest-frame spin, so a 2 × 2 scattering matrix T suffices. Without scattering, a plane wave has partial waves weighted by (2l+1)P_l(cosθ). Scattering multiplies the outgoing part of each by exp(2iδ). The added outgoing wave therefore has the coefficient

a± = [exp(2iδ±) − 1]/(2ik).

Since σ·L is l for j = l + 1/2 and −(l+1) for j = l − 1/2, the projectors on the two j values are

Π+ = (l + 1 + σ·L)/(2l+1), Π− = (l − σ·L)/(2l+1).

Hence

T = Σ (2l+1)[a+Π+ + a−Π−]P_l
= Σ [(l+1)a+ + l a−]P_l + Σ (a+ − a−) σ·L P_l.

To evaluate the last term, use L = −i k̂' × ∇ on the outgoing direction. With P_l' meaning the derivative with respect to cosθ,

L P_l = −iP_l' k̂' × k̂ = i sinθ P_l' n, n = k̂ × k̂'/|k̂ × k̂'|.

So T = f + ih σ·n, where

f = Σ [(l+1)a+ + l a−] P_l(cosθ),
h = Σ (a+ − a−) sinθ P_l'(cosθ).

For l = 0 there is one phase and no contribution to h. If the two phases agree for every l, h is zero.

Call spin along +n "up" and along −n "down". These are eigenstates of σ·n, so neither turns into the other. Their amplitudes are f + ih and f − ih. This structure, including its signs, was tested at one angle with the lowest partial waves against a direct expansion in coupled spin and angular functions.

The cross sections are

σ± = |f ± ih|² = |f|² + |h|² ± 2 Im(f h*).

The last term follows from 2 Re(i f*h) = −2 Im(f*h) = 2 Im(f h*). Your unpolarized beam is an equal mixture of up and down. Its cross section is the mean (σ+ + σ−)/2 = |f|² + |h|², and its polarization along n after scattering is

S = (σ+ − σ−)/(σ+ + σ−) = 2 Im(f h*)/(|f|² + |h|²).

**Q:** Then why is S small at most angles? The spin-orbit phase difference you quoted was not small.

**A:** Many partial waves contribute to f, while h receives contributions only from those with a noticeable splitting. From the formula, |S| ≤ 2|f||h|/(|f|² + |h|²), which is below 2|h|/|f|. Where f dominates, S must be small. At the maxima of the mean cross section between 30° and 150°, the 8-hartree calculation gives |S| below 0.18.

Near a deep minimum the partial waves in f nearly cancel. The sum h has different coefficients and different angular functions, so it need not cancel at the same angle. The two amplitudes can then be comparable, and their interference can nearly extinguish one spin.

The large S does not mean a large spin difference. At the strongest peak of the example, |σ+ − σ−| is only about 5% of its largest value between 30° and 150°, which is reached at the 30° edge of that range. Against nearby angles the contrast is smaller but still clear: the difference is 0.015 bohr²/sr at the minimum and 0.125 bohr²/sr ten degrees above it. The polarization is high because the sum of the cross sections has become very small.

**Q:** Now let me see the displaced minima.

**A:** Let θ0 be the minimum of |f|², and x = θ − θ0 in radians. From here a prime on f means d/dθ at θ0. At the minimum

d|f|²/dθ = 2 Re(f*f') = 0.

Provided f' is not zero, f/f' is therefore purely imaginary. Write f(θ0) = ib f' with b real. Close to θ0,

f ≈ f'(x + ib).

To the same leading order take h as constant, and split ih/f' into real and imaginary parts:

ih = f'(u + iv).

Adding and subtracting gives

f ± ih = f'[(x ± u) + i(b ± v)],
σ± = |f'|²[(x ± u)² + (b ± v)²].

The up minimum is at x = −u and the down minimum at x = +u. Their separation is 2|u|. Their values are |f'|²(b + v)² and |f'|²(b − v)², which differ by 4bv|f'|². Thus the part of ih in phase with f' moves the minima apart, and the part a quarter-cycle out of phase changes their depths.

For the polarization we need

(x+u)² − (x−u)² = 4ux, (b+v)² − (b−v)² = 4bv.

The sum of the two brackets is 2(x² + u² + v² + b²). Therefore

S = 2(ux + bv)/(x² + w²), w² = u² + v² + b².

The term in ux comes from displacement. It is odd in x and vanishes at θ0. The term in bv comes from unequal depth. It is even in x and largest at θ0.

**Q:** So where exactly is the peak, if it is not at the minimum?

**A:** Set dS/dx to zero:

u(x² + w²) − 2x(ux + bv) = 0,

or

ux² + 2bvx − uw² = 0.

The first form also says that 2(ux + bv)/(x² + w²) = u/x, so the value at an extremum is

S = u/x.

For u ≠ 0 the product of the two roots is −w². One extremum lies on each side of θ0, and they have opposite signs. The nearer one is the stronger.

Three cases show what each ingredient does.

If the depths are equal, bv = 0. The extrema are at x = ±w, with values ±u/w. This is the pure displacement picture: two equal peaks of opposite sign and zero polarization between them.

If the minima are not displaced, u = 0. Then S = 2bv/(x² + w²), a single peak at the minimum.

Complete polarization requires one spin amplitude to vanish. For S = +1 the down amplitude must vanish, so x = u and b = v. For S = −1 the conditions are x = −u and b = −v. A vanishing complex amplitude imposes two real conditions, and you have two controls, angle and energy. It is therefore natural to look for such points by scanning both, though this counting does not prove that one exists.

**Q:** What did your scan find?

**A:** Energies from 4 to 12 hartree were scanned in steps of half a hartree. At each energy the strongest |S| between 30° and 150° was located without reference to the cross section. Its median distance from the nearest minimum of the mean cross section was 0.8°, and the largest distance was 4.4°.

Not every energy gives a high peak. At 5 hartree the strongest value is 0.34, while at 8 hartree (218 eV) it is 0.999. I use 8 hartree in detail. There, θ0 = 82.86° and

|f| = 0.0600 bohr, |h| = 0.0766 bohr, |f'| = 4.486 bohr/rad.

So |h| is about 28% larger than |f| at this point. The lengths become angles on division by |f'|. For example,

|b| = 0.0600/4.486 = 0.0134 rad = 0.77°.

With their signs, the parameters are

u = −0.569°, v = −0.796°, b = −0.766°, w = 1.243°.

The local formula puts the up minimum at 82.86° + 0.57° = 83.43° and the down minimum at 82.86° − 0.57° = 82.29°. The full partial-wave sums give 83.52° and 82.30°. These angles, like θ0, are read from a grid of 0.02° spacing; located more finely, θ0 is 82.87° and the two minima are at 83.51° and 82.31°, so the last digit is uncertain by 0.01°. The displacement is real, and it is only 1.2°.

The depths differ far more strikingly. For spin up, b + v = −1.562° = −0.0273 rad, so the expected minimum is

(4.486 × 0.0273)² = 0.0150 bohr²/sr.

The full value is 0.0147 bohr²/sr. For spin down, b − v = 0.030°, so the imaginary part nearly cancels. The full minimum is about 0.00001 bohr²/sr.

**Q:** Please put those numbers into the peak formula.

**A:** In squared degrees, bv = 0.610, u² = 0.324 and w² = 1.544. The roots are

x = [−bv ± √(b²v² + u²w²)]/u
= [−0.610 ± √(0.372 + 0.500)]/(−0.569),

which gives x = −0.57° and x = +2.71°.

The nearer root predicts S = u/x ≈ 1.00 at 82.29°. The full sums give 0.999 at 82.30°. The farther root predicts −0.569/2.71 = −0.21 at 85.6°; the full result is −0.26 at 85.9°. The error is larger there, as expected farther from the expansion point.

At the mean minimum itself, 82.88°, the full polarization is 0.78. The peak is therefore beside the minimum, at an offset of about 0.6°.

We can now weigh the two causes within the local formula. Keep u and b but set v = 0. The result is a pair of peaks of height

0.569/√(0.324 + 0.587) = 0.60.

Keep v and b but set u = 0. The result is one peak at θ0 of height

2 × 0.610/(0.634 + 0.587) ≈ 1.00.

So in this example unequal depth is enough to make the polarization nearly complete. Displacement shifts the peak off the minimum and adds the weaker lobe of opposite sign. This outcome is partly built into the choice of example: 8 hartree was picked for its nearly complete polarization, which requires b ≈ ±v, and then 2bv/(b² + v²) is close to ±1 whatever u is. At other energies the balance differs. At 5 hartree the same comparison gives 0.29 with v = 0 and 0.01 with u = 0, and at 9 hartree 0.93 and 0.84 in magnitude.

**Q:** Between 8 and 9 hartree your strongest polarization changes from +0.999 to −0.964. The minimum has moved by only 2.4°. What happened?

**A:** In the local formula the stronger extremum has the sign of bv. To see this, note that the nearer root takes the square root with the sign of bv, so that it opposes −bv. Then S = u/x = u²/[−bv ± √(b²v² + u²w²)] has that same sign.

The sign would reverse if b passed through zero between the two energies while u and v kept their signs. Since x = u/S, the peak would then also cross to the other side of the minimum. It does cross: it lies 0.6° below the minimum at 8 hartree and 0.8° above it at 9 hartree. A change in the sign of v alone, with u and b keeping theirs, would have the same two effects. Evaluating the parameters at intermediate energies (not listed in the printed output) settles which: u and v stay negative, while b rises from −0.77° at 8 hartree through zero between 8.5 and 8.7 hartree to +0.30° at 9 hartree.

**Q:** Would a light atom show the same pattern?

**A:** It can, with smaller peaks, if its minimum is not exceptionally deep. Suppose |u| and |v| are much smaller than |b|. Then w² ≈ b² and

S ≈ 2(ux + bv)/(x² + b²).

Put x = b tan α. Since x² + b² = b²/cos²α,

S ≈ (2/b)(u sin α cos α + v cos²α)
= [v + v cos 2α + u sin 2α]/b.

The last two terms together range between ±√(u² + v²). The extrema are

S ≈ [v ± √(u² + v²)]/b.

For a fixed phase of h they are proportional to |h|. Since √(u² + v²) = |h|/|f'| and |b| = |f(θ0)|/|f'|, neither exceeds 2|h|/|f(θ0)| in magnitude. Weak spin-orbit coupling thus gives small polarization unless f nearly vanishes. When b becomes as small as u and v, this limit fails and the full formula must be used. Even a weak h can then produce a high peak, but within a very narrow range of angle.

**Q:** My detector accepts a range of angles. How much of the peak would I see?

**A:** Average the two cross sections first and then form their ratio; averaging S itself would give too much weight to angles with few electrons. For a uniform acceptance from x_c − Δ to x_c + Δ, the mean of x is x_c and the mean of x² is x_c² + Δ²/3. If |f'| and h stay constant across this window,

S_av = 2(ux_c + bv)/(x_c² + Δ²/3 + w²).

Centre the window on the peak, x_c = u, and take Δ = 1°:

S_av = 2(0.324 + 0.610)/(0.324 + 0.333 + 1.544) = 0.85.

So an acceptance 2° wide lowers the local peak from nearly 1 to about 0.85. The count rate is also low. At 82.88° the mean cross section is (0.0169 + 0.0021)/2 = 0.0095 bohr²/sr, against 0.71 bohr²/sr ten degrees lower. High polarization is bought with intensity.

**Q:** When should I distrust this explanation?

**A:** The two-spin formula for S holds throughout the present model. The parabolic formula near θ0 needs more: f must be nearly linear, and h nearly constant, over an angular range of order w. It fails if f' vanishes, and it can become inaccurate if the minimum is broad or if another minimum is close. Near forward and backward scattering the factor sinθ forces h to zero, so treating h as constant is poor there too.

For actual mercury, exchange, target polarization and absorption alter the phases. Near a minimum f is a small remainder of larger terms, so modest phase changes can alter b greatly, and with it the height or even the sign of a peak. The energies and angles found here belong to this potential. If the interaction can still be described by an effective central spin-orbit potential, T keeps the form f + ih σ·n. The local argument then carries over with different values of u, v and b, even if absorption makes the phases complex. The numerical output lists every second energy of the scan and the two spin cross sections around the minimum.

Computed values

```
Z = 80, H = 6, d = 1 bohr
speed of light = 137.0360 a.u.; highest l = 60
scan: E (hartree), strongest S, its angle, nearest minimum (deg)
    4.0    0.395   114.72   116.52
    5.0    0.344   108.38   112.80
    6.0   -0.341   114.28   111.84
    7.0    0.627    85.22    85.76
    8.0    0.999    82.30    82.88
    9.0   -0.964    81.26    80.48
   10.0   -0.921    79.30    78.40
   11.0    0.961   119.14   118.58
   12.0   -0.984   117.06   117.38
median peak-minimum distance, all energies = 0.78 deg
largest such distance = 4.42 deg
example energy = 8.0 hartree = 217.7 eV
wave number k = 4.0004 1/bohr
p3/2 phase (mod pi) = -1.43987 rad
p1/2 phase (mod pi) = -1.13216 rad
sin(phase difference), matching = -0.302882
sin(phase difference), integral = -0.302882
half of integral reached at r = 0.0156 bohr
splitting ratio, c x10 over c x20 = 4.0046
total cross section, quadrature = 30.46460 bohr^2
total cross section, optical = 30.46460 bohr^2
minimum of |f|^2 at 82.86 deg
|f| there = 0.05997 bohr
|h| there = 0.07664 bohr
|df/dtheta| there = 4.48630 bohr/rad
u = -0.569 deg, v = -0.796 deg
b = -0.766 deg, w = 1.243 deg
spin-up minimum: full 83.52, local 83.43 deg
spin-down minimum: full 82.30, local 82.29 deg
spin-up minimum value = 0.014674 bohr^2/sr
spin-down minimum value = 0.000012 bohr^2/sr
mean minimum at 82.88 deg, S there = 0.7803
local S at minimum of |f|^2 = 0.7897
main peak, full: S = 0.9989 at 82.30 deg
main peak, local: S = 0.9995 at 82.29 deg
highest S between maxima = 0.9989 at 82.30 deg
lowest S between maxima = -0.2628 at 85.86 deg
spin difference at peak / its largest = 0.04566
largest |S| at cross-section maxima = 0.1729
angle (deg), spin-up, spin-down (bohr^2/sr), S
    72.88   0.758939   0.669008   0.0630
    77.88   0.215326   0.142187   0.2046
    80.88   0.055399   0.013829   0.6005
    82.88   0.016860   0.002080   0.7803
    84.88   0.024133   0.038719  -0.2321
    87.88   0.096816   0.156543  -0.2357
    92.88   0.279435   0.404811  -0.1832
```
